\section*{Two massless Dirac cones from the honeycomb nearest-neighbour Hamiltonian}

\section{What dimensions and symmetry fix}

An electron hops between nearest neighbours on a honeycomb lattice. The model contains one energy, the hopping strength $t$, and one length, the bond length $a$. If two bands touch at a point and separate linearly with the distance $q$ from it, the only energy that can be built is
\begin{equation}
|E| = C\,t\,a\,q, \qquad v=\frac{1}{\hbar}\frac{d|E|}{dq}=C\,\frac{ta}{\hbar},
\end{equation}
where $C$ is a number that might still depend on the direction of $\mathbf q$.

Symmetry removes that dependence. The lattice has two sublattices, A and B, so the Hamiltonian at each wavevector is a $2\times2$ matrix. With equal site energies, taken as zero, only its off-diagonal element $h$ remains, and $E^2=|h|^2$. If $h$ is linear in $\mathbf q$, then $E^2$ is a quadratic form in $(q_x,q_y)$. A rotation by $120^\circ$ about a site preserves the lattice. It will turn out that there are two touching points; a rotation whose third power is the identity cannot exchange two points, so it returns each to itself. A quadratic form unchanged by a $120^\circ$ rotation has circular contours, since the axes of an ellipse would be moved. Thus $C$ is a constant.

The hopping is real, so reversing the wavevector complex-conjugates the Hamiltonian. This relates the two touching points and suggests opposite phase windings. What remains is to find the points, the number $C$ and the windings.

\section{The two-component problem}

Each site carries one orbital, orbitals on different sites are orthonormal, and the matrix element between nearest neighbours is $-t$ with $t>0$. Electron spin plays no part. The bonds from an A site to its B neighbours are
\begin{equation}
\boldsymbol\delta_1=a(1,0),\quad
\boldsymbol\delta_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\boldsymbol\delta_3=a\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right),
\end{equation}
and the lattice vectors are $\mathbf a_1=\boldsymbol\delta_1-\boldsymbol\delta_2$ and $\mathbf a_2=\boldsymbol\delta_1-\boldsymbol\delta_3$. Their length is $\sqrt3a$, the lattice constant, which must not be confused with $a$.

Let the amplitude on a site at $\mathbf r$ be $c_Ae^{i\mathbf k\cdot\mathbf r}$ or $c_Be^{i\mathbf k\cdot\mathbf r}$, according to its sublattice. The equation at an A site is
\begin{equation}
E c_Ae^{i\mathbf k\cdot\mathbf r}
=-t\sum_{j=1}^3c_Be^{i\mathbf k\cdot(\mathbf r+\boldsymbol\delta_j)} .
\end{equation}
Cancelling $e^{i\mathbf k\cdot\mathbf r}$ gives the first line below. At a B site the bonds point the other way, which gives the second:
\begin{equation}
Ec_A=-tf(\mathbf k)c_B,\qquad Ec_B=-tf^*(\mathbf k)c_A,\qquad
f(\mathbf k)=\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\end{equation}
So $h=H_{AB}=-tf$. Multiplying the first equation by $E$ and inserting the second gives $E^2=t^2|f|^2$, hence
\begin{equation}
E=\pm t|f(\mathbf k)|.
\end{equation}
As a limit, $\mathbf k=0$ gives $f=3$ and $E=\pm3t$: every site then has three neighbours with equal amplitude ($E=-3t$), or with opposite amplitude ($E=+3t$).

\section{A simple case: one line through a touching point}

Write the two $y$-dependent terms of $f$ together:
\begin{equation}
f=e^{ik_xa}+2e^{-ik_xa/2}\cos\left(\tfrac{\sqrt3}{2}k_ya\right).
\end{equation}
At $k_x=0$ this vanishes if the cosine is $-1/2$. One such point is
\begin{equation}
\mathbf K=(0,-\kappa),\qquad \kappa=\frac{4\pi}{3\sqrt3\,a},
\end{equation}
because $\sqrt3\kappa a/2=2\pi/3$. Now move away from it along $x$ alone, $\mathbf k=\mathbf K+(q_x,0)$. The cosine stays at $-1/2$, and
\begin{align}
f&=e^{iq_xa}-e^{-iq_xa/2}\nonumber\\
&=e^{iq_xa/4}\left(e^{3iq_xa/4}-e^{-3iq_xa/4}\right)
=2i\,e^{iq_xa/4}\sin\left(\tfrac34q_xa\right).
\end{align}
The energy on this line is therefore, without approximation,
\begin{equation}
E=\pm2t\left|\sin\left(\tfrac34q_xa\right)\right|
\;\longrightarrow\;\pm\tfrac32ta|q_x|\qquad(q_xa\to0).
\label{eq:line}
\end{equation}
This gives $C=3/2$. By the symmetry argument the same slope must appear in all directions, which the general expansion has to confirm.

\section{All the touching points}

Divide $f=0$ by $e^{i\mathbf k\cdot\boldsymbol\delta_1}$. With $\alpha=\mathbf k\cdot\mathbf a_1$ and $\beta=\mathbf k\cdot\mathbf a_2$,
\begin{equation}
1+e^{-i\alpha}+e^{-i\beta}=0,
\end{equation}
whose real and imaginary parts are
\begin{equation}
\cos\alpha+\cos\beta=-1,\qquad \sin\alpha+\sin\beta=0.
\end{equation}
The second equation makes $\sin^2\alpha=\sin^2\beta$, so $\cos\alpha=\pm\cos\beta$. The minus sign contradicts the first equation. Hence both cosines are $-1/2$ and the sines are opposite:
\begin{equation}
(\alpha,\beta)=\pm\left(\tfrac{2\pi}{3},-\tfrac{2\pi}{3}\right)\pmod{2\pi}.
\end{equation}
Wavevectors with the same $\alpha$ and $\beta$ modulo $2\pi$ are equivalent, so there are exactly two touching points. Since $\mathbf K\cdot\mathbf a_1=2\pi/3$ and $\mathbf K\cdot\mathbf a_2=-2\pi/3$, they are $\mathbf K$ and $\mathbf K'=-\mathbf K$. Let $\tau=+1$ label $\mathbf K$ and $\tau=-1$ label $\mathbf K'$, so that $\mathbf K_\tau=\tau\mathbf K$. Which point is called $\mathbf K$ is a convention.

\section{Every direction, both valleys}

Set $\mathbf k=\mathbf K_\tau+\mathbf q$ and expand each exponential in $\mathbf q\cdot\boldsymbol\delta_j$. The constant term is $f(\mathbf K_\tau)=0$, leaving
\begin{equation}
f=i\sum_je^{i\mathbf K_\tau\cdot\boldsymbol\delta_j}\,\boldsymbol\delta_j\cdot\mathbf q+O(a^2q^2).
\end{equation}
The phases $\mathbf K_\tau\cdot\boldsymbol\delta_j$ for $j=1,2,3$ are $0$, $-2\pi\tau/3$ and $+2\pi\tau/3$. The coefficients of $q_x$ and $q_y$ in the sum are
\begin{align}
q_x:&\quad a\left[1-\tfrac12\left(e^{-2\pi i\tau/3}+e^{2\pi i\tau/3}\right)\right]
=a\left[1-\cos\tfrac{2\pi}{3}\right]=\tfrac32a,\\
q_y:&\quad \tfrac{\sqrt3}{2}a\left(e^{-2\pi i\tau/3}-e^{2\pi i\tau/3}\right)
=\tfrac{\sqrt3}{2}a\left(-i\tau\sqrt3\right)=-\tfrac32i\tau a.
\end{align}
The second line uses $2\sin(2\pi/3)=\sqrt3$. Therefore
\begin{equation}
f\simeq\tfrac32ia(q_x-i\tau q_y),\qquad
H_{AB}=-tf\simeq-i\,\hbar v(q_x-i\tau q_y),\qquad
v=\frac{3ta}{2\hbar}.
\end{equation}

The factor $-i$ can be absorbed in the phase of the B amplitude. Put $c_B=i\tilde c_B$ and $c_A=\tilde c_A$, that is, $c=U\tilde c$ with $U=\mathrm{diag}(1,i)$. The new matrix is $U^\dagger HU$, and its AB element is $iH_{AB}=\hbar v(q_x-i\tau q_y)$. The same $U$ serves in both valleys. Since $\sigma_x$ and $\sigma_y$ have AB elements $1$ and $-i$,
\begin{equation}
\boxed{H_\tau(\mathbf q)=\hbar v\left(q_x\sigma_x+\tau q_y\sigma_y\right),\qquad v=\frac{3ta}{2\hbar}}
\label{eq:dirac}
\end{equation}
to first order in $aq$. The Pauli matrices act on the sublattice amplitudes, called the pseudospin, and not on the electron's spin.

Squaring, the cross terms cancel because $\sigma_x\sigma_y=-\sigma_y\sigma_x$, so $E^2=\hbar^2v^2(q_x^2+q_y^2)$ and
\begin{equation}
E=\pm\hbar v|\mathbf q|.
\end{equation}
For $q_y=0$ this agrees with the limit in \eqref{eq:line}. It is the energy law of a massless relativistic particle, with $v$ in place of the speed of light. The speed does not depend on $q$, unlike that of an electron near the bottom of an ordinary parabolic band.

The masslessness needs equal site energies. If they are $+m$ on A and $-m$ on B, the diagonal is no longer zero and the eigenvalues become $\pm\sqrt{m^2+\hbar^2v^2q^2}$. A gap $2|m|$ opens, and the cones return as $m\to0$. Equal site energies are not enough on their own, because the result also uses equal hoppings. If the bonds along $\boldsymbol\delta_1$ have strength $t_1>2t$, then $|H_{AB}|\ge t_1-2t$ and a gap $2(t_1-2t)$ opens. A pattern of strong and weak bonds that triples the unit cell can couple the two valleys and open a gap as well.

\section{Pseudospin winding}

Let $\mathbf q=q(\cos\theta,\sin\theta)$. The AB element of \eqref{eq:dirac} is $\hbar vqe^{-i\tau\theta}$. For the band $E=s\hbar vq$, with $s=\pm1$, the first row of the eigenvalue equation reads
\begin{equation}
\hbar vq\,e^{-i\tau\theta}\tilde c_B=s\hbar vq\,\tilde c_A
\quad\Rightarrow\quad
\begin{pmatrix}\tilde c_A\\ \tilde c_B\end{pmatrix}
=\frac1{\sqrt2}\begin{pmatrix}1\\ s\,e^{i\tau\theta}\end{pmatrix}.
\end{equation}
The in-plane pseudospin follows from $\langle\sigma_x\rangle+i\langle\sigma_y\rangle=2\tilde c_A^*\tilde c_B=s\,e^{i\tau\theta}$. The sublattice weights are equal, so $\langle\sigma_z\rangle=0$ and
\begin{equation}
\langle\boldsymbol\sigma\rangle=s(\cos\theta,\ \tau\sin\theta,\ 0).
\end{equation}
When $\mathbf q$ makes one counter-clockwise turn, the pseudospin makes one counter-clockwise turn at $\mathbf K$ and one clockwise turn at $\mathbf K'$. The sign $s$ shifts its angle by $180^\circ$ but leaves the winding alone, so both bands in a valley have winding $\tau$. A constant phase such as that in $U$ likewise shifts the angle without changing the winding.

The opposite signs can be understood from the whole Brillouin zone. The function
\begin{equation}
g(\mathbf k)=e^{-i\mathbf k\cdot\boldsymbol\delta_1}f(\mathbf k)=1+e^{-i\alpha}+e^{-i\beta}
\end{equation}
is periodic in reciprocal space. Choose a cell whose boundary avoids the zeros. The phase changes of $g$ along opposite sides cancel, so its total circulation is zero. That total is also the sum of the circulations around the enclosed zeros. The smooth, nonzero factor $e^{-i\mathbf k\cdot\boldsymbol\delta_1}$ adds nothing around a small loop. Each zero of $f$ has circulation $+1$ or $-1$, so the two must be opposite. The pseudospin angle is minus the phase of $H_{AB}$ plus a constant, and its two windings must cancel as well.

This comparison needs the same ordered basis (A,B) in both valleys. If A and B are exchanged at $\mathbf K'$ alone, then $\sigma_x\sigma_y\sigma_x=-\sigma_y$ gives
\begin{equation}
\sigma_xH_-\sigma_x=\hbar v(q_x\sigma_x+q_y\sigma_y)=H_+ .
\end{equation}
The two matrices now look alike, but their components no longer mean the same thing. Exchanging A and B in both valleys reverses both windings and keeps them opposite.

\section{How far the cone can be trusted}

First comes a bound. Since $e^{ix}-1-ix=-\int_0^x(x-s)e^{is}\,ds$, its modulus is at most $x^2/2$. The bonds point at angles $\phi_j=0,\,2\pi/3,\,-2\pi/3$, and
\begin{equation}
\sum_j(\mathbf q\cdot\boldsymbol\delta_j)^2
=a^2q^2\sum_j\cos^2(\theta-\phi_j)=\tfrac32a^2q^2,
\end{equation}
because each squared cosine is $\frac12+\frac12\cos2(\theta-\phi_j)$ and the second parts cancel. The error in $H_{AB}$ is therefore at most $\frac34ta^2q^2$. Moduli differ by no more than the complex numbers themselves, so the energy error obeys the same bound. Relative to the cone energy it is at most $aq/2$.

The second-order term shows the actual distortion. Using $e^{i\mathbf K_\tau\cdot\boldsymbol\delta_j}=e^{-i\tau\phi_j}$,
\begin{align}
f_2&=-\frac{a^2q^2}{2}\sum_je^{-i\tau\phi_j}
\left[\tfrac12+\tfrac14e^{2i\tau(\theta-\phi_j)}+\tfrac14e^{-2i\tau(\theta-\phi_j)}\right]\nonumber\\
&=-\tfrac38a^2q^2e^{2i\tau\theta}.
\end{align}
Only the middle term survives: its phase factor is $e^{-3i\tau\phi_j}=1$, while the others sum to zero. Dividing by $f_1=\frac32iaq\,e^{-i\tau\theta}$ gives $f_2/f_1=\frac i4aq\,e^{3i\tau\theta}$. To first order in this ratio, the modulus changes by its real part, so
\begin{equation}
|E|=\hbar vq\left[1-\tau\frac{aq}{4}\sin3\theta+O(a^2q^2)\right].
\label{eq:warp}
\end{equation}
The contours become rounded triangles, oriented oppositely in the two valleys. On the line $\theta=0$ the correction vanishes, as it must, since the sine in \eqref{eq:line} has no quadratic term.

\section{A numerical example}

Take the round model parameters $t=0.1$ hartree and $a=2.5$ bohr, with $\hbar=1$ in atomic units. Then $\kappa=0.9674\ \mathrm{bohr}^{-1}$ and
\begin{equation}
v=\tfrac32(0.1)(2.5)=0.375\ \text{atomic units}=8.20\times10^5\ \mathrm{m\,s^{-1}}.
\end{equation}

A finite lattice tests this slope without expanding a Bloch matrix. On a periodic lattice of $L\times L$ cells, with $L$ a multiple of 3, both touching points are allowed wavevectors. The calculation finds four zero levels, two bands at each of two points. The nearest allowed wavevectors lie at $q=4\pi/(3aL)$, six around each point. For the sizes used below, $L=12$ and $24$, they account for the 12 states in the first positive level. The smallest lattices differ: at $L=3$ the two points share the same six neighbours and the level holds 6 states, and at $L=6$ three further states have the same energy, making 15. Two of the six nearest wavevectors around each touching point lie along $x$, so \eqref{eq:line} gives the energy of the first positive level as $E=2t\sin(\pi/L)$.

For $L=12$ and $L=24$ the diagonalized lattices give $E/q=0.370731$ and $0.373930$. Because $\sin x/x=1-x^2/6+\cdots$, the leading error falls as $1/L^2$ and is removed by
\begin{equation}
\frac{4(0.373930)-0.370731}{3}=0.374996,
\end{equation}
which differs from $0.375$ by about one part in $10^5$.

Next choose $q=0.02\ \mathrm{bohr}^{-1}$, so $aq=0.05$. The cone energy is $0.375\times0.02=0.0075$ hartree, and the warping amplitude is $aq/4=1.25\%$ of it. The full band energies, relative to the cone, are:
\begin{center}
\begin{tabular}{ccc}
$\theta$ & at $\mathbf K$ & at $\mathbf K'$\\
\hline
$0^\circ$ & $-0.023\%$ & $-0.023\%$\\
$30^\circ$ & $-1.281\%$ & $+1.219\%$\\
$90^\circ$ & $+1.219\%$ & $-1.281\%$
\end{tabular}
\end{center}
At $30^\circ$ and $90^\circ$ the signs follow \eqref{eq:warp} and reverse between valleys. The small deviation at $0^\circ$ is the cubic term of the sine in \eqref{eq:line}, $-3a^2q^2/32=-0.023\%$.

At $\theta=30^\circ$, $90^\circ$ and $150^\circ$ the computed upper-band pseudospin angles are the same three angles at $\mathbf K$ and their negatives at $\mathbf K'$. This close agreement is special to directions with $\cos3\theta=0$, namely these three and their opposites. The imaginary part of $f_2/f_1$ shifts the phase of $H_{AB}$ by $\frac{aq}{4}\cos3\theta$, so to this order the upper-band pseudospin angle is $\tau\theta-\frac{aq}{4}\cos3\theta$, and $\cos3\theta=0$ at all three angles. At $\theta=0$ the factor $e^{iq_xa/4}$ in the exact line formula gives an angle $-aq/4=-0.0125$ rad, about $-0.72^\circ$, instead of zero. This periodic shift does not alter the winding. Its form belongs to the convention used here, with Bloch phases taken at the atomic positions. If $g$ replaces $f$, the angle gains a further $\mathbf q\cdot\boldsymbol\delta_1=aq\cos\theta$ beyond a constant, while the winding stays the same. Around the full circle both bands wind $+1$ times at $\mathbf K$ and $-1$ times at $\mathbf K'$. A search of the whole zone finds these two vortices and no others, with total winding zero. The numerical check also confirms that exchanging A and B at $\mathbf K'$ alone changes its winding to $+1$.

\section*{Numbers as computed}
\begin{verbatim}
hopping t = 0.100 hartree
bond length a = 2.500 bohr
lattice constant = 4.33013 bohr
distance of K and K' from zone centre = 0.96736 1/bohr
velocity 3ta/(2 hbar) = 0.37500 atomic units
velocity 3ta/(2 hbar) = 8.2038e+05 m/s
12x12 cells: zero levels = 4 (count)
12x12 cells: states in first positive level = 12 (count)
12x12 cells: smallest nonzero q = 0.13963 1/bohr
12x12 cells: first positive level = 0.051764 hartree
12x12 cells: level/q = 0.370731 atomic units
24x24 cells: zero levels = 4 (count)
24x24 cells: states in first positive level = 12 (count)
24x24 cells: smallest nonzero q = 0.06981 1/bohr
24x24 cells: first positive level = 0.026105 hartree
24x24 cells: level/q = 0.373930 atomic units
extrapolated lattice velocity = 0.374996 atomic units
example q = 0.020 1/bohr
example a*q = 0.0500 (dimensionless)
cone energy hbar v q = 0.007500 hartree
leading warping amplitude a*q/4 = 1.250 percent
bound on error of H_AB = 0.000188 hartree
K, theta 0 deg: band energy = 0.007498 hartree, off cone by -0.023 percent
K, theta 30 deg: band energy = 0.007404 hartree, off cone by -1.281 percent
K, theta 90 deg: band energy = 0.007591 hartree, off cone by +1.219 percent
K', theta 0 deg: band energy = 0.007498 hartree, off cone by -0.023 percent
K', theta 30 deg: band energy = 0.007591 hartree, off cone by +1.219 percent
K', theta 90 deg: band energy = 0.007404 hartree, off cone by -1.281 percent
K, theta 30 deg: upper-band pseudospin angle = 30.00 deg
K, theta 90 deg: upper-band pseudospin angle = 90.00 deg
K, theta 150 deg: upper-band pseudospin angle = 150.00 deg
K: winding lower band = +1.000, upper band = +1.000 (turns)
K', theta 30 deg: upper-band pseudospin angle = -30.00 deg
K', theta 90 deg: upper-band pseudospin angle = -90.00 deg
K', theta 150 deg: upper-band pseudospin angle = -150.00 deg
K': winding lower band = -1.000, upper band = -1.000 (turns)
K' with A and B exchanged: upper-band winding = +1.000 (turns)
phase vortices in whole Brillouin zone = 2 (count)
sum of their windings = 0 (turns)
\end{verbatim}
